# Negative-binomial oxide breakdown from gamma-distributed site density and its area scaling

## 1. Two areas with an exponential density

Take two equal pieces of oxide side by side on one device. Each breaks down at isolated weak sites, and the device fails at its first breakdown. Suppose that the density of weak sites varies from device to device but is the same in both pieces. Write it as \(G\) times its population mean. If the breakdown count in one piece is Poisson with mean \(G\mu\), the piece survives with probability \(e^{-G\mu}\).

Let \(G\) have the exponential density \(e^{-g}\), whose mean is 1. Over the population, one piece survives with probability

\[
S_1=\int_0^\infty e^{-g}e^{-g\mu}\,dg=\frac{1}{1+\mu}.
\]

At given \(G\) the two pieces fail independently, so both survive with probability \(e^{-2G\mu}\), and

\[
S_2=\int_0^\infty e^{-g}e^{-2g\mu}\,dg=\frac{1}{1+2\mu}.
\]

Weakest-link scaling would give \(S_1^2=1/(1+2\mu+\mu^2)\), which is smaller for \(\mu>0\). At \(\mu=1\) the two values are \(1/3\) and \(1/4\).

The conditional probability shows why. Given that the first piece has survived, the second survives with probability \(S_2/S_1=2/3\) at \(\mu=1\), whereas a piece about which nothing is known survives with probability \(1/2\). Survival of the first piece is evidence of a low density, which the second piece shares. As \(\mu\to0\), both expressions for the pair become \(1-2\mu\) to first order, and the difference appears at order \(\mu^2\).

## 2. The Poisson count at fixed density

The Poisson law and its time dependence need a model. Let breakdown-capable sites be scattered over area \(A\) with areal density \(Gc_0\), so that their number \(K\) is Poisson with mean \(GM\), where \(M=Ac_0\). The stress voltage and temperature are constant, and \(G\) does not change with time.

Each site is a column of \(n\) cells across the oxide. It conducts when every cell holds a trap. Cells fill independently, each by time \(t\) with probability \(p=(t/t_0)^m\), for \(t\le t_0\). A site has therefore failed with probability

\[
q=p^n=(t/t_0)^{\beta},\qquad \beta=nm .
\]

The device survives if none of its \(K\) sites has failed, which has probability \((1-q)^K\). Averaging over \(K\) gives

\[
\sum_{K=0}^\infty e^{-GM}\frac{(GM)^K}{K!}(1-q)^K
=e^{-GM}e^{GM(1-q)}=e^{-GMq}.
\]

For the whole count \(N\) of failed sites, assume that one breakdown does not disturb the others. Then \(N\) is binomial at given \(K\). With \(K=k+j\), where \(j\) sites are intact,

\[
P(k|G)=\sum_{j=0}^\infty e^{-GM}\frac{(GM)^{k+j}}{(k+j)!}\,
\frac{(k+j)!}{k!\,j!}\,q^k(1-q)^j .
\]

The factorials \((k+j)!\) cancel and the sum over \(j\) is \(e^{GM(1-q)}\), so

\[
P(k|G)=e^{-G\mu}\frac{(G\mu)^k}{k!},\qquad
\mu=Mq=Ac_0\left(\frac{t}{t_0}\right)^{\beta}.
\]

No assumption of small \(q\) was needed, because the number of sites is itself Poisson.

**Limit without spread.** If \(G=1\) in every device, \(S=e^{-\mu}\). This is a Weibull law in time with shape \(\beta\). Since \(\mu\) is proportional to \(A\), \(S(rA)=S(A)^r\), which is weakest-link scaling.

## 3. The gamma average

Replace the exponential density by a gamma density with mean 1 and shape \(\alpha\):

\[
f(g)=\frac{\alpha^\alpha}{\Gamma(\alpha)}\,g^{\alpha-1}e^{-\alpha g},
\qquad \operatorname{Var}G=\frac1\alpha .
\]

A small \(\alpha\) means a wide spread between devices. The population probability of \(k\) breakdowns is

\[
P(k)=\frac{\alpha^\alpha\mu^k}{\Gamma(\alpha)\,k!}
\int_0^\infty g^{k+\alpha-1}e^{-(\alpha+\mu)g}\,dg .
\]

The substitution \(y=(\alpha+\mu)g\) turns the integral into \(\Gamma(k+\alpha)/(\alpha+\mu)^{k+\alpha}\). Dividing numerator and denominator by \(\alpha^{k+\alpha}\) gives

\[
P(k)=\frac{\Gamma(k+\alpha)}{k!\,\Gamma(\alpha)}
\frac{(\mu/\alpha)^k}{(1+\mu/\alpha)^{k+\alpha}} .
\]

This is the negative-binomial distribution. Survival is the term \(k=0\):

\[
\boxed{S(A,t)=\left(1+\frac{\mu}{\alpha}\right)^{-\alpha}}
\]

The mean count is \(E[G\mu]=\mu\). The variance is the average Poisson variance plus the variance of the conditional mean:

\[
\operatorname{Var}N=E[G\mu]+\operatorname{Var}(G\mu)=\mu+\frac{\mu^2}{\alpha}.
\]

**Limits.** At \(\alpha=1\) the survival law returns to \(1/(1+\mu)\). For \(\alpha\to\infty\) at fixed \(\mu\),

\[
\ln S=-\alpha\ln\left(1+\frac\mu\alpha\right)
=-\mu+\frac{\mu^2}{2\alpha}+O(\alpha^{-2}),
\]

so \(S\simeq e^{-\mu}[1+\mu^2/(2\alpha)]\). The Poisson law returns, and the leading correction raises survival.

## 4. Which devices survive

Among devices still alive at \(t\), the density of \(G\) is proportional to \(f(g)e^{-g\mu}\), that is, to \(g^{\alpha-1}e^{-(\alpha+\mu)g}\). This is again a gamma density with shape \(\alpha\), now with mean

\[
E[G|\text{alive}]=\frac{\alpha}{\alpha+\mu}=\frac{1}{1+\mu/\alpha}.
\]

Differentiating the survival law gives the same factor:

\[
-\frac{d\ln S}{d\mu}=\frac{1}{1+\mu/\alpha}.
\]

Since \(d\mu/dt=\beta\mu/t\), the failure rate per surviving device is

\[
h(t)=\frac{\beta}{t}\,\frac{\mu}{1+\mu/\alpha}.
\]

Early on this is the Poisson rate \(\beta\mu/t\). For \(\mu\gg\alpha\) it tends to \(\alpha\beta/t\), and survival falls as the power \(t^{-\alpha\beta}\) instead of as \(e^{-\mu}\) with \(\mu\propto t^\beta\). The late regime requires \(\mu\gg\alpha\) while \(t\le t_0\), hence \(Ac_0\gg\alpha\).

For numbers, take round model parameters: \(\alpha=2\), \(n=3\), \(m=0.5\), so \(\beta=1.5\), with \(c_0=10^6\ \mathrm{mm^{-2}}\), \(t_0=10^7\) s and \(A=1\ \mathrm{mm^2}\). At 1000 s,

\[
\mu=10^6\,(10^{-4})^{1.5}=1,\qquad S=(1+\tfrac12)^{-2}=0.444,
\]

while the Poisson value is \(e^{-1}=0.368\). The average survivor then has \(G=0.667\). At 10 000 s, \(\mu=31.6\) and the survivors' mean has dropped to 0.059. Survival is 0.0035, against a Poisson value of \(1.8\times10^{-14}\). The late survivors are a low-density remnant that a population without spread does not contain.

## 5. The slope of the Weibull plot

A Weibull plot shows \(W=\ln(-\ln S)\) against \(\ln t\). With \(x=\mu/\alpha\),

\[
W=\ln\alpha+\ln[\ln(1+x)],\qquad \frac{dx}{d\ln t}=\beta x,
\]

and the chain rule gives the local slope

\[
b(t)=\frac{dW}{d\ln t}=\beta\,\frac{x}{(1+x)\ln(1+x)} .
\]

As \(x\to0\), \(\ln(1+x)\to x\) and \(b\to\beta\). To see how \(b\) changes, differentiate the factor multiplying \(\beta\). The numerator of the derivative is

\[
(1+x)\ln(1+x)-x[\ln(1+x)+1]=\ln(1+x)-x<0,
\]

and its denominator is positive. The slope therefore falls steadily, and the plot bends downward. In the example it is 1.49 at 100 s, 1.23 at 1000 s and 0.50 at 10 000 s, although the underlying \(\beta\) is 1.5 throughout.

This bend affects extrapolation to early failures. At the median, \(S=1/2\) requires \(1+x=\sqrt2\), so

\[
\mu=2(\sqrt2-1)=0.828,\qquad t_{0.5}=1000\times0.828^{2/3}=882\ \mathrm{s}.
\]

The slope there is 1.27. A straight line drawn with this slope through the median predicts the time at which a fraction \(F=10^{-4}\) has failed:

\[
t=882\left[\frac{-\ln(1-10^{-4})}{\ln2}\right]^{1/1.268}=0.82\ \mathrm{s}.
\]

The survival law itself gives 2.15 s. The direction of the error follows from the bend: a tangent to a concave curve lies above it, so it assigns too many failures to a given early time and too short a life to a given failed fraction. This direction relies on the concave plot that the gamma density produces. A small group of devices with a very high density, as with extrinsic defects, can reverse it. If 1% of the devices have \(G=90\) and the rest \(G=0.101\), the tangent at the median gives 9.0 s, while the true time is 2.16 s.

## 6. Area scaling within one cluster

Call a region that shares one value of \(G\) a cluster. Let areas \(A\) and \(rA\) each lie within a single cluster, with \(\alpha\), \(c_0\) and the stress held fixed. Then \(\mu\) becomes \(r\mu\), while \(\alpha\) stays the same:

\[
S(rA)=\left(1+\frac{r\mu}{\alpha}\right)^{-\alpha},\qquad
S(A)^r=\left(1+\frac{\mu}{\alpha}\right)^{-r\alpha}.
\]

To order them, define

\[
D(r)=r\ln(1+x)-\ln(1+rx)=\frac1\alpha\ln\frac{S(rA)}{S(A)^r}.
\]

It vanishes at \(r=1\), and \(D'(r)=\ln(1+x)-x/(1+rx)\). For \(r\ge1\), \(x/(1+rx)\le x/(1+x)\). Moreover \(x/(1+x)<\ln(1+x)\) for \(x>0\), because both sides vanish at \(x=0\) and the right side grows faster: its derivative \(1/(1+x)\) exceeds \(1/(1+x)^2\). Hence \(D'(r)>0\), and

\[
S(rA)>S(A)^r\qquad(r>1,\ \mu>0).
\]

For \(0<r<1\), apply this result with \(rA\) as the starting area and \(1/r\) as the ratio: \(S(A)>S(rA)^{1/r}\). Raising both sides to the power \(r\) gives \(S(rA)<S(A)^r\).

**Limit of early failure.** Expand both expressions to second order in \(\mu\):

\[
S(rA)=1-r\mu+\frac{r^2\mu^2}{2}\left(1+\frac1\alpha\right)+\dots
\]

\[
S(A)^r=e^{-r\mu+r\mu^2/(2\alpha)+\dots}
=1-r\mu+\frac{r\mu^2}{2\alpha}+\frac{r^2\mu^2}{2}+\dots
\]

Their difference is

\[
S(rA)-S(A)^r\simeq\frac{r(r-1)\mu^2}{2\alpha}.
\]

Weakest-link scaling thus holds to first order when \(\mu\) and \(r\mu\) are small compared with both 1 and \(\alpha\).

Now let \(r=10\) in the example. The weakest-link column is the tenth power of the survival of 1 mm².

| \(t\) (s) | \(S\), 10 mm² | weakest link |
|---:|---:|---:|
| 30 | 0.9500 | 0.9494 |
| 100 | 0.746 | 0.731 |
| 300 | 0.301 | 0.206 |
| 1000 | 0.0278 | 0.0003 |

At 1000 s the larger area has \(\mu=10\), so \(S=(1+5)^{-2}=1/36\), about ninety times the weakest-link value. In terms of the cumulative hazard \(H=-\ln S\), the smaller area has \(H=2\ln1.5=0.811\) and the larger has \(2\ln6=3.58\), not 8.11. On the Weibull plot the vertical shift is \(\ln(3.58/0.811)=1.49\), whereas weakest-link scaling requires \(\ln10=2.30\).

## 7. The shift in time and the prediction of lifetimes

Let \(t_F\) be the time at which a fraction \(F\) has failed. Setting \(S=1-F\) and solving for \(\mu\) gives \(\mu=\alpha[(1-F)^{-1/\alpha}-1]\), hence

\[
t_F(A)=t_0\left\{\frac{\alpha[(1-F)^{-1/\alpha}-1]}{Ac_0}\right\}^{1/\beta}.
\]

At fixed \(F\) the area enters through \(A^{-1/\beta}\) alone:

\[
\frac{t_F(rA)}{t_F(A)}=r^{-1/\beta}.
\]

This is the same time shift as in the Poisson law. For \(r=10\) it is \(10^{-2/3}=0.215\) at every \(F\) within the model's time range. Within one cluster, the spread in density thus changes the vertical shift that a change of area produces on the Weibull plot, but not the horizontal one. For ten independent clusters (section 8) the ratio of median lives would be 0.194 instead. The exponent must contain the underlying \(\beta\). Using a smaller slope read from the upper part of the plot would exaggerate the change of lifetime with area.

Suppose instead that the survival curve of area \(A\) is known and is scaled by the weakest-link rule. The predicted life of \(rA\) is then the time at which \(S(A)^r=1-F\), or \(S(A)=(1-F)^{1/r}\). The count in the known area at that time is

\[
\mu_{\rm WL}=\alpha[(1-F)^{-1/(r\alpha)}-1],
\]

whereas the true time corresponds to \(\mu=\alpha[(1-F)^{-1/\alpha}-1]/r\) in the same known area. Since \(t\propto\mu^{1/\beta}\), the ratio of predicted to true life is

\[
\frac{t_{\rm WL}}{t_F}=
\left[\frac{r\{(1-F)^{-1/(r\alpha)}-1\}}{(1-F)^{-1/\alpha}-1}\right]^{1/\beta}.
\]

For scaling up from 1 to 10 mm², the ratio is 0.984 at \(F=0.1\) and 0.898 at the median. The prediction is pessimistic, as the ordering of the survival curves requires.

Scaling down from 1 to 0.1 mm² makes the prediction optimistic. At the median, \(r=0.1\) and \(\alpha=2\) give

\[
\left[\frac{0.1(2^5-1)}{2^{1/2}-1}\right]^{2/3}=3.83 .
\]

The weakest-link life is 15 700 s, while the true one is 4090 s. The large error arises because the rule uses the known curve where \(S(A)=0.5^{10}\), deep in the tail formed by low-density devices. It reads their long lives as a property of small areas.

**Limit of small \(F\).** To first order \((1-F)^{-1/(r\alpha)}-1\) is \(F/(r\alpha)\) and \((1-F)^{-1/\alpha}-1\) is \(F/\alpha\). With the prefactor \(r\), numerator and denominator both become \(F/\alpha\), and the ratio tends to 1. The expansion needs \(F\) small compared with both \(\alpha\) and \(r\alpha\). At \(F=10^{-4}\) the ratio is 1.000 for \(r=10\) and for \(r=0.1\), but 1.19 for \(r=10^{-4}\): when a large test area is scaled down to a very small one, even a low failed fraction draws on the bent part of the known curve.

## 8. Independent clusters restore weakest-link scaling

Now let the device contain \(B\) equal blocks, each with mean count \(\mu\) and its own independent \(G\) of shape \(\alpha\). The probabilities multiply after the average over density, not before it:

\[
S_B=\left(1+\frac{\mu}{\alpha}\right)^{-B\alpha}.
\]

In terms of the total mean count \(\mu_B=B\mu\) and the total shape \(\alpha_B=B\alpha\), this is \((1+\mu_B/\alpha_B)^{-\alpha_B}\). It is still a negative-binomial law, but its shape parameter grows with area. For whole numbers of blocks it obeys weakest-link scaling. The departure in section 6 thus comes from sharing the density, not from the negative-binomial form. The survival curve of single blocks cannot distinguish the two cases, because it is the same in both. Records of which blocks belong to the same device can: with a shared \(G\), the survivals of blocks on one device are correlated.

A simulation that follows individual cells puts the two cases side by side. Each of 20 000 devices had four blocks, with a mean of 25 sites per block, and the same \(\alpha\), \(n\) and \(m\) as before. Every cell received a random trapping time with distribution \((t/t_0)^m\). A site failed at the latest time of its three cells, and a block at the earliest time of its sites. The fractions of devices with all four blocks intact were as follows, with the formula values in parentheses.

| \(\mu\) per block | shared \(G\) | independent \(G\) |
|---:|---:|---:|
| 0.2 | 0.510 (0.510) | 0.468 (0.467) |
| 0.5 | 0.251 (0.250) | 0.170 (0.168) |
| 1.5 | 0.063 (0.063) | 0.012 (0.011) |

For a survival near 0.25, the sampling error \(\sqrt{S(1-S)/20000}\) is 0.003. The gap between the columns at \(\mu=0.5\) is far larger than that.

## 9. Site density is not trap density

The phrase "gamma-distributed defect density" is ambiguous. Here \(G\) multiplies the density of sites, and the mean breakdown count is linear in \(G\). If \(G\) instead multiplies the trapping probability of each cell, with that probability remaining small, a column of \(n\) cells fails with probability proportional to \(G^n\). Keeping \(\mu\) as the population mean count,

\[
S_{\rm trap}=E\left[\exp\left(-\mu\frac{G^n}{E[G^n]}\right)\right].
\]

For \(n=1\) this is the earlier law. For \(n>1\) it is not negative binomial. The variable \(Y=G^n\) has a density whose tail contains \(\exp(-\alpha y^{1/n})\), which decays more slowly than any exponential in \(y\), so \(Y\) is not gamma-distributed. A survival function known for all \(\mu\ge0\) is a Laplace transform and determines the distribution of its multiplier.

The late tail shows the difference. Let \(c=\mu/E[G^n]\). For large \(c\), small \(g\) dominates, and \(e^{-\alpha g}\) may be replaced by 1. With \(y=cg^n\),

\[
S_{\rm trap}\simeq\frac{\alpha^\alpha}{\Gamma(\alpha)}
\int_0^\infty g^{\alpha-1}e^{-cg^n}dg
=\frac{\alpha^\alpha\,\Gamma(\alpha/n)}{n\,\Gamma(\alpha)}\,c^{-\alpha/n}.
\]

The tail exponent in \(\mu\) is \(-\alpha/n\), not \(-\alpha\): for the example's \(\alpha\) and \(n\), \(-2/3\) instead of \(-2\). The limit is approached slowly. The local exponent \(d\ln S_{\rm trap}/d\ln\mu\) is \(-0.47\) at \(\mu=31.6\) and \(-0.60\) at \(\mu=1000\), where gamma-distributed sites give \(-1.88\) and \(-2.00\). The two laws already differ at moderate counts. At \(\mu=1\), numerical integration over \(G\) gives \(S_{\rm trap}=0.680\), against 0.444 for gamma-distributed sites.

## 10. The model beside a real oxide

In gate oxides a few nanometres thick, Weibull slopes are roughly of order one and increase with thickness, so \(\beta=1.5\) is a plausible magnitude. The chosen \(c_0\), one site per square micrometre, is far below the density of nanometre-sized columns in a percolation picture. For \(t\le t_0\), survival depends on \(c_0\) and \(t_0\) only through \(c_0t_0^{-\beta}\), so a larger \(c_0\) gives the same curve if \(t_0\) is raised to keep this combination fixed. Changing \(c_0\) alone does change survival. If the columns tile the oxide, however, their number is fixed by geometry, and a spread in trapping probability between devices leads to the law of section 9, not to the negative binomial. A median life of 882 s suits an accelerated test, not a product in service. The value of \(\alpha\) must come from data on the process concerned.

The two scaling rules nearly agree while the mean counts in both areas are small, and at moderate counts also when the spread is weak: for \(\alpha=100\) and a total mean count of 2.3, one cluster gives a survival of 0.103 and ten independent clusters give 0.101. For a wide spread and larger counts, one density over the whole area is justified when the process variations are correlated over distances much longer than the device. With shorter correlation lengths, different parts of the device have partly or fully independent densities. For 10 mm² at 1000 s, one cluster gives a survival of 0.028, and ten independent clusters of 1 mm², each with \(\alpha=2\), give 0.0003. Before either scaling rule is used for a product, the range of the correlation should therefore be checked, by measuring several areas or many equal areas at recorded positions on the wafer. The model also equates the first breakdown with failure. A circuit that tolerates a first, weakly conducting path requires the later terms \(P(k)\) and a model of how that path grows.
